# Depletion Width and Peak Field at a Metal Contact to Silicon: verification in Python

```python
# Result under test: for uniformly doped n-type silicon with band bending V,
# the depletion approximation gives
#   width W = sqrt(2 eps V / (q N)),  peak field E_max = 2 V / W.
# N: donor density (cm^-3), eps: permittivity (F/cm), q: elementary charge (C),
# V: potential drop (V), VT = kT/q: thermal voltage (V), LD: Debye length (cm).
# The formulas are compared with numerical integration of the charge and with
# a finite-difference solution of Poisson's equation with mobile carriers.
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q = const.e
eps_r = 11.7
eps = eps_r * const.epsilon_0 / 100.0      # F/m converted to F/cm
N = 1e17
V = 0.6
T = 300.0
ni = 1e10                                  # round intrinsic density, cm^-3
VT = const.k * T / q
NM = 1e7                                   # nm per cm


def box_profile(width, doping):
    """Integrate the box charge from the neutral edge towards the contact."""
    d = np.linspace(0.0, width, 2001)      # distance from the neutral edge
    charge = np.full_like(d, q * doping)
    field = cumulative_trapezoid(charge / eps, d, initial=0.0)
    drop = cumulative_trapezoid(field, d, initial=0.0)
    return field, drop


def width_by_search(doping):
    return brentq(lambda w: box_profile(w, doping)[1][-1] - V,
                  1e-7, 1e-3, xtol=1e-16, rtol=1e-12)


def solve_poisson(bending, hole_ratio):
    """Solve u'' = -rho for u = psi/VT, lengths in LD, rho in units of q N.
    bending = V/VT, hole_ratio = (ni/N)^2."""
    edge = np.sqrt(2.0 * bending)
    s = np.linspace(0.0, edge + 18.0, 5001)
    h = s[1] - s[0]
    u = -0.5 * np.maximum(edge - s, 0.0) ** 2
    u[0], u[-1] = -bending, 0.0

    def rho(y):
        return 1.0 - np.exp(y) + hole_ratio * (np.exp(-y) - 1.0)

    converged = False
    for _ in range(60):
        y = u[1:-1]
        residual = (u[2:] - 2.0 * y + u[:-2]) / h**2 + rho(y)
        bands = np.zeros((3, y.size))
        bands[0, 1:] = 1.0 / h**2
        bands[2, :-1] = 1.0 / h**2
        bands[1] = -2.0 / h**2 - np.exp(y) - hole_ratio * np.exp(-y)
        step = solve_banded((1, 1), bands, -residual)
        u[1:-1] += step
        if np.max(np.abs(step)) < 1e-7:
            converged = True
            break
    assert converged
    slope = (-3.0 * u[0] + 4.0 * u[1] - u[2]) / (2.0 * h)
    return s, u, slope, trapezoid(rho(u), s)


# Depletion approximation
W = np.sqrt(2.0 * eps * V / (q * N))
E_max = 2.0 * V / W
W_num = width_by_search(N)
field, drop = box_profile(W_num, N)
assert abs(W_num / W - 1.0) < 1e-8
assert abs(field[-1] / E_max - 1.0) < 1e-8
mid = len(field) // 2
assert abs(field[mid] / E_max - 0.5) < 1e-6
assert abs(drop[mid] / V - 0.25) < 1e-6
assert abs(W * NM - 88.0) < 1.0 and abs(E_max / 1e5 - 1.4) < 0.05

# Fourfold doping
W4 = width_by_search(4.0 * N)
E4 = box_profile(W4, 4.0 * N)[0][-1]
assert abs(W4 / W - 0.5) < 1e-8 and abs(E4 / E_max - 2.0) < 1e-8

# Mobile carriers included
LD = np.sqrt(eps * VT / (q * N))
s, u, slope, net_charge = solve_poisson(V / VT, (ni / N) ** 2)
x = s * LD
E_num = slope * VT / LD
E_refined = np.sqrt(2 * q * N / eps * (V - VT * (1 - np.exp(-V / VT))))
W_equiv = net_charge * LD                  # net charge per area over q N
assert abs(E_num / E_refined - 1.0) < 1e-4
assert abs(W_equiv * q * N / eps / E_num - 1.0) < 1e-4
shortfall = 1.0 - E_num / E_max
assert abs(shortfall / (VT / (2 * V)) - 1.0) < 0.03   # next order is ~1 %
hole_fraction = (ni / N) ** 2 * np.exp(-u[0])
assert hole_fraction < 1e-3

# Same bending at 100 K, donors held ionized, holes absent
cold = V / (VT / 3.0)
slope_cold = solve_poisson(cold, 0.0)[2]
shortfall_cold = 1.0 - slope_cold / np.sqrt(2.0 * cold)
assert abs(3.0 * shortfall_cold / shortfall - 1.0) < 0.02

n_frac = np.exp(u)
near = x < W + 6.0 * LD                    # region where n rises steadily
x10, x90 = np.interp([0.1, 0.9], n_frac[near], x[near])
assert 1.0 < (x90 - x10) / LD < 6.0

print(f"Donor density N = {N:.1e} cm^-3")
print(f"Band bending V = {V:.2f} V")
print(f"Relative permittivity = {eps_r:.1f}")
print(f"Temperature = {T:.0f} K")
print(f"Elementary charge q = {q:.4e} C")
print(f"Permittivity eps = {eps:.4e} F/cm")
print(f"Donor charge density qN = {q*N:.4e} C/cm^3")
print(f"W squared = {W**2:.4e} cm^2")
print(f"Depletion width W = {W:.4e} cm")
print(f"Depletion width W = {W*NM:.2f} nm")
print(f"Width from numerical search = {W_num*NM:.2f} nm")
print(f"Peak field E_max = {E_max:.4e} V/cm")
print(f"Peak field E_max = {E_max*1e-4:.2f} V/um")
print(f"Peak field from integrated charge = {field[-1]:.4e} V/cm")
print(f"Mean field V/W = {V/W:.4e} V/cm")
print(f"Sheet charge qNW = {q*N*W:.4e} C/cm^2")
print(f"Depleted donors per area NW = {N*W:.3e} cm^-2")
print(f"Field at W/2 = {field[mid]:.4e} V/cm")
print(f"Potential drop from W/2 to bulk = {drop[mid]:.4f} V")
print(f"Width at fourfold doping = {W4*NM:.2f} nm")
print(f"Peak field at fourfold doping = {E4:.4e} V/cm")
print(f"Thermal voltage VT = {VT:.5f} V")
print(f"Debye length LD = {LD*NM:.2f} nm")
print(f"Contact field, refined formula = {E_refined:.4e} V/cm")
print(f"Contact field, numerical Poisson = {E_num:.4e} V/cm")
print(f"Equivalent width, numerical Poisson = {W_equiv*NM:.2f} nm")
print(f"Field shortfall at 300 K = {100*shortfall:.2f} %")
print(f"Estimate VT/(2V) at 300 K = {100*VT/(2*V):.2f} %")
print(f"Field shortfall at 100 K = {100*shortfall_cold:.2f} %")
print(f"Electron fraction n/N at contact = {n_frac[0]:.2e}")
print(f"Electron fraction n/N at W/2 = {np.interp(W/2, x, n_frac):.2e}")
print(f"Electron fraction n/N at W = {np.interp(W, x, n_frac):.3f}")
print(f"Depth where n/N = 0.1: {x10*NM:.1f} nm")
print(f"Depth where n/N = 0.9: {x90*NM:.1f} nm")
print(f"10-90 % edge spread = {(x90-x10)/LD:.2f} Debye lengths")
print(f"Intrinsic density used = {ni:.1e} cm^-3")
print(f"Hole fraction p/N at contact = {hole_fraction:.2e}")
print("OK")
```

It prints:

```
Donor density N = 1.0e+17 cm^-3
Band bending V = 0.60 V
Relative permittivity = 11.7
Temperature = 300 K
Elementary charge q = 1.6022e-19 C
Permittivity eps = 1.0359e-12 F/cm
Donor charge density qN = 1.6022e-02 C/cm^3
W squared = 7.7590e-11 cm^2
Depletion width W = 8.8085e-06 cm
Depletion width W = 88.09 nm
Width from numerical search = 88.09 nm
Peak field E_max = 1.3623e+05 V/cm
Peak field E_max = 13.62 V/um
Peak field from integrated charge = 1.3623e+05 V/cm
Mean field V/W = 6.8116e+04 V/cm
Sheet charge qNW = 1.4113e-07 C/cm^2
Depleted donors per area NW = 8.809e+11 cm^-2
Field at W/2 = 6.8116e+04 V/cm
Potential drop from W/2 to bulk = 0.1500 V
Width at fourfold doping = 44.04 nm
Peak field at fourfold doping = 2.7246e+05 V/cm
Thermal voltage VT = 0.02585 V
Debye length LD = 12.93 nm
Contact field, refined formula = 1.3326e+05 V/cm
Contact field, numerical Poisson = 1.3326e+05 V/cm
Equivalent width, numerical Poisson = 86.17 nm
Field shortfall at 300 K = 2.18 %
Estimate VT/(2V) at 300 K = 2.15 %
Field shortfall at 100 K = 0.72 %
Electron fraction n/N at contact = 8.33e-11
Electron fraction n/N at W/2 = 1.82e-03
Electron fraction n/N at W = 0.593
Depth where n/N = 0.1: 65.1 nm
Depth where n/N = 0.9: 109.7 nm
10-90 % edge spread = 3.45 Debye lengths
Intrinsic density used = 1.0e+10 cm^-3
Hole fraction p/N at contact = 1.20e-04
OK
```
